# Moriya's Rules and the Exchange Matrix of an Edge-Sharing Honeycomb Bond: a numerical check

```python
"""Result under test: symmetry of the exchange matrix M in H = S_A^T M S_B.
Moriya's rules restrict D_k = (1/2) eps_kij M_ij, and an edge-sharing Z bond
with point group C2h has M = [[J,G,G'],[G,J,G'],[G',G',J+K]].
M is computed from a microscopic two-ion model: one t2g hole per ion, spin-orbit
coupling LAM l.s, Coulomb parameters U and JH, ligand p orbitals at energy DELTA,
and position-dependent hopping.  The pseudospins are j=1/2 Kramers doublets.
Lengths are in units of the ideal metal-ligand distance, energies in eV,
exchange constants in meV.  R denotes the action of an operation on a spin.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

U, JH, LAM, DELTA = 3.0, 0.5, 0.4, 4.0
PD_SIGMA, PD_PI, DD_SIGMA, DD_PI = -1.0, 0.5, -0.1, 0.05
STRAIN, SHIFT = -0.05, 0.05

I2, I3 = np.eye(2), np.eye(3)
EPS = np.zeros((3, 3, 3))
for i, j, k in itertools.permutations(range(3)):
    EPS[i, j, k] = np.linalg.det(I3[[i, j, k]])
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
T2G = np.abs(EPS)          # orbital k is r^T T2G[k] r / 2: yz, zx, xy
LS = sum(np.kron(-1j * EPS[k], PAULI[k] / 2) for k in range(3))
DOUBLET = sum(np.kron(I3[:, [k]], PAULI[k]) for k in range(3)) / np.sqrt(3)
assert np.allclose(LS @ DOUBLET, -DOUBLET)
assert np.isclose(np.linalg.eigvalsh(LS)[0], -1)

# Antisymmetric two-hole space and the on-site Coulomb interaction
PAIRS = list(itertools.combinations(range(12), 2))
ANTI = np.zeros((144, len(PAIRS)))
for n, (p, q) in enumerate(PAIRS):
    ANTI[12 * p + q, n] = 1 / np.sqrt(2)
    ANTI[12 * q + p, n] = -1 / np.sqrt(2)
ORB = ((U - 2 * JH) * np.einsum('ac,bd->abcd', I3, I3)
       + JH * np.einsum('ad,bc->abcd', I3, I3)
       + JH * np.einsum('ab,cd->abcd', I3, I3))
COUL = np.zeros((2, 3, 2) * 4)
for s, a, b in itertools.product(range(2), repeat=3):
    COUL[s, :, a, s, :, b, s, :, a, s, :, b] = ORB
COUL = COUL.reshape(144, 144)
REF_A = np.vstack([DOUBLET, np.zeros((6, 2))])
REF_B = np.vstack([np.zeros((6, 2)), DOUBLET])
REF = np.sqrt(2) * ANTI.T @ np.kron(REF_A, REF_B)
assert np.allclose(REF.conj().T @ REF, np.eye(4))


def exchange(metals, ligands):
    """Exchange matrix and the four lowest levels, both in meV."""
    pd = np.zeros((6, 3 * len(ligands)))
    for s, metal in enumerate(metals):
        for n, ligand in enumerate(ligands):
            r = np.linalg.norm(ligand - metal)
            u = (ligand - metal) / r
            for a in range(3):
                q = u @ T2G[a] @ u / 2
                amp = (np.sqrt(3) * PD_SIGMA * q * u
                       + PD_PI * (T2G[a] @ u - 2 * q * u))
                pd[3 * s + a, 3 * n:3 * n + 3] = amp * r**-3.5
    orbital = -pd @ pd.T / DELTA
    r = np.linalg.norm(metals[1] - metals[0])
    u = (metals[1] - metals[0]) / r
    qs = np.array([u @ t @ u / 2 for t in T2G])
    grads = np.array([t @ u for t in T2G])
    direct = (3 * DD_SIGMA * np.outer(qs, qs)
              + DD_PI * (grads @ grads.T - 4 * np.outer(qs, qs)))
    direct *= (np.sqrt(2) / r)**5
    orbital[:3, 3:] -= direct
    orbital[3:, :3] -= direct.T
    one = np.kron(orbital, I2) + LAM * np.kron(I2, LS)
    full = np.kron(one, np.eye(12)) + np.kron(np.eye(12), one) + COUL
    energy, states = np.linalg.eigh(ANTI.T @ full @ ANTI)
    assert energy[4] - energy[3] > 5 * (energy[3] - energy[0])
    left, weight, right = np.linalg.svd(REF.conj().T @ states[:, :4])
    assert weight.min() > 0.1
    rot = left @ right
    levels = 1000 * (energy[:4] - energy[:4].mean())
    heff = rot @ np.diag(levels) @ rot.conj().T
    m = np.array([[np.trace(heff @ np.kron(a, b)) for b in PAULI]
                  for a in PAULI])
    # Time reversal: real M, and no terms linear in one spin
    assert np.abs(m.imag).max() < 1e-8
    m = m.real
    bilinear = sum(m[a, b] * np.kron(PAULI[a], PAULI[b]) / 4
                   for a in range(3) for b in range(3))
    assert np.abs(heff - bilinear).max() < 1e-8
    return m, levels


def dm_vector(m):
    return np.einsum('kij,ij->k', EPS, m) / 2


def show(values, digits=4):
    return ' '.join(f'{v:.{digits}f}' for v in np.round(values, digits) + 0.0)


def invariant_dimension(operations):
    """Number of free constants in M for (spin rotation, sites exchanged)."""
    transpose = np.eye(9).reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
    rows = [np.kron(r, r) @ (transpose if swap else np.eye(9)) - np.eye(9)
            for r, swap in operations]
    return 9 - np.linalg.matrix_rank(np.vstack(rows), tol=1e-9)


def bond_group(metals, ligands):
    """Cubic operations about the midpoint of the first two metals."""
    centre = (metals[0] + metals[1]) / 2
    bond = metals[1] - metals[0]
    found = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            g = np.diag(signs) @ I3[list(perm)]
            swap = np.allclose(g @ bond, -bond)
            good = swap or np.allclose(g @ bond, bond)
            for points in (metals - centre, ligands - centre):
                gap = np.linalg.norm((points @ g.T)[:, None] - points, axis=2)
                good = good and gap.min(axis=1).max() < 1e-9
            if good:
                found.append((np.linalg.det(g) * g, swap))
    return found


print(f'U, JH, LAM, DELTA = {U} {JH} {LAM} {DELTA} eV')
print(f'pd sigma, pd pi = {PD_SIGMA} {PD_PI} eV')
print(f'dd sigma, dd pi = {DD_SIGMA} {DD_PI} eV')
print(f'two-hole states diagonalized = {len(PAIRS)}')

# Moriya rules on low-symmetry clusters; first axis of the frame is the bond.
# The azimuths of the seeds about the bond differ by neither 0 nor 90 degrees,
# so that a twofold bond axis does not bring mirror planes with it.
SEEDS = np.array([[0.2, 0.7, 0.35], [-0.3, 0.3, 0.85]])
IONS = np.array([[-0.7, 0, 0], [0.7, 0, 0]])
TRIGONAL = np.column_stack([np.array([1, 1, 1]) / np.sqrt(3),
                            np.array([1, -1, 0]) / np.sqrt(2),
                            np.array([1, 1, -2]) / np.sqrt(6)])
C3_BOND = Rotation.from_rotvec([2 * np.pi / 3, 0, 0]).as_matrix()
C2_BOND = np.diag([1, -1, -1])
print('ions of the test clusters at x = -0.7 and 0.7 (ideal M-L distance = 1)')
for n, seed in enumerate(SEEDS):
    print(f'seed ligand {n + 1} position = {show(seed, 2)}')
CASES = [
    ('no symmetry', I3, 1, I3, (1, 1, 1)),
    ('1 inversion', -I3, 2, I3, (0, 0, 0)),
    ('2 mirror perp. to AB', np.diag([-1, 1, 1]), 2, I3, (0, 1, 1)),
    ('3 mirror with AB, normal z', np.diag([1, 1, -1]), 2, I3, (0, 0, 1)),
    ('4 twofold axis z', np.diag([-1, -1, 1]), 2, I3, (1, 1, 0)),
    ('5 twofold axis AB', C2_BOND, 2, I3, (1, 0, 0)),
    ('5 threefold axis AB', C3_BOND, 3, TRIGONAL, (1, 0, 0)),
]
print('D components (along AB, then two perpendicular axes), meV:')
for name, g, order, frame, allowed in CASES:
    cluster = np.vstack([SEEDS @ np.linalg.matrix_power(g, n).T
                         for n in range(order)])
    matrix, _ = exchange(IONS @ frame.T, cluster @ frame.T)
    d = frame.T @ dm_vector(matrix)
    print(f'  {name}: {show(d)}')
    for value, permitted in zip(d, allowed):
        if permitted:
            assert abs(value) > 1e-4, 'allowed component is absent'
        else:
            assert abs(value) < 1e-8, 'forbidden component is present'

# Ligands at perpendicular azimuths: the twofold bond axis then comes with two
# mirror planes containing the bond, and together they forbid D altogether
crossed = np.array([[0.2, 0.7, 0.35], [-0.3, -0.4, 0.8]])
matrix, _ = exchange(IONS, np.vstack([crossed, crossed @ C2_BOND]))
assert np.abs(dm_vector(matrix)).max() < 1e-8
print(f'  two mirrors containing AB: {show(dm_vector(matrix))}')

# Transformation law on a cluster without any symmetry
generic, _ = exchange(IONS, SEEDS)
C4_BOND = np.array([[1, 0, 0], [0, 0, -1], [0, 1, 0]])
for g in (C4_BOND, np.diag([1, 1, -1]), np.diag([-1, 1, 1]),
          np.diag([-1, -1, 1]), -I3):
    r = np.linalg.det(g) * g
    source = generic.T if g[0, 0] < 0 else generic
    moved, _ = exchange(IONS, SEEDS @ g.T)
    assert np.allclose(moved, r @ source @ r.T, atol=1e-8)

# Edge-sharing Z bond: the first two ligands are shared
METALS = np.array([[0., 0, 0], [1, -1, 0]])
LIGANDS = np.array([[1., 0, 0], [0, -1, 0], [-1, 0, 0], [0, 1, 0], [0, 0, 1],
                    [0, 0, -1], [2, -1, 0], [1, -2, 0], [1, -1, 1],
                    [1, -1, -1]])
BOND = np.array([1, -1, 0]) / np.sqrt(2)


def stretch(amount):
    return I3 + amount * np.ones((3, 3)) / 3


NEIGHBOURS = np.array([[0, 1, -1], [-1, 0, 1], [1, -2, 1], [2, -1, -1]])
ideal_group = bond_group(METALS, LIGANDS)
strained_group = bond_group(METALS @ stretch(STRAIN), LIGANDS @ stretch(STRAIN))
lattice_group = bond_group(np.vstack([METALS, NEIGHBOURS]), LIGANDS)
turns = Rotation.from_rotvec([[0.3, 1.1, -0.4], [1.2, -0.5, 0.7]]).as_matrix()
free_rotations = [(r, False) for r in turns]
half_turn = np.array([[0, -1, 0], [-1, 0, 0], [0, 0, -1]])
for name, group, order, constants in (
        ('ideal isolated pair', ideal_group, 8, 3),
        ('strained pair', strained_group, 4, 4),
        ('ideal pair in honeycomb', lattice_group, 4, 4)):
    count = (len(group), invariant_dimension(group))
    assert count == (order, constants)
    print(f'{name}: operations {count[0]}, constants {count[1]}')
only_inversion = invariant_dimension([(I3, True)])
only_axis = invariant_dimension([(half_turn, False)])
free_spin = invariant_dimension(free_rotations)
assert (only_inversion, only_axis, free_spin) == (6, 5, 1)
print(f'constants with inversion only = {only_inversion}')
print(f'constants with twofold bond axis only = {only_axis}')
print(f'constants with free spin rotation = {free_spin}')


def z_bond(amount):
    m, levels = exchange(METALS @ stretch(amount), LIGANDS @ stretch(amount))
    j, k, g, gp = m[0, 0], m[2, 2] - m[0, 0], m[0, 1], m[0, 2]
    form = np.array([[j, g, gp], [g, j, gp], [gp, gp, j + k]])
    assert np.allclose(m, form, atol=1e-8)
    return m, levels, np.array([j, k, g, gp])


print('trigonal strain along [111]: J, K, Gamma, Gamma-prime in meV')
for amount in (0.0, -0.02, STRAIN, -STRAIN):
    _, _, constants = z_bond(amount)
    print(f'  strain {amount:+.2f}: {show(constants)}')
    if amount == 0:
        assert abs(constants[3]) < 1e-8
    else:
        assert abs(constants[3]) > 1e-4
small = [z_bond(amount)[2][3] for amount in (1e-4, 2e-4)]
assert abs(small[1] / small[0] - 2) < 0.02   # leading linear dependence

M_Z, exact_levels, (J, K, G, GP) = z_bond(STRAIN)
hartree = physical_constants['Hartree energy in eV'][0]
print(f'strain {STRAIN}: J K Gamma Gamma-prime = '
      f'{show(np.array([J, K, G, GP]) * 1000 / hartree, 3)} microhartree')
print(f'matrix M_Z at strain {STRAIN}, meV:')
for row in M_Z:
    print('  ' + show(row))

# X and Y bonds from separately calculated rotated clusters
CYCLE = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
FORM_X = np.array([[J + K, GP, GP], [GP, J, G], [GP, G, J]])
FORM_Y = np.array([[J, GP, G], [GP, J + K, GP], [G, GP, J]])
for turn, form in ((CYCLE, FORM_X), (CYCLE @ CYCLE, FORM_Y)):
    m, _ = exchange(METALS @ stretch(STRAIN) @ turn.T,
                    LIGANDS @ stretch(STRAIN) @ turn.T)
    assert np.allclose(m, form, atol=1e-8)

# Principal values and pair levels from the four constants
root = np.sqrt(((G - K) / 2)**2 + 2 * GP**2)
principal = np.array([J - G, (2 * J + K + G) / 2 + root,
                      (2 * J + K + G) / 2 - root])
assert np.allclose(M_Z @ BOND, principal[0] * BOND, atol=1e-8)
assert np.allclose(np.sort(principal), np.linalg.eigvalsh(M_Z), atol=1e-8)
total = principal.sum()
predicted = np.sort(np.append(total / 4 - principal / 2, -total / 4))
assert np.allclose(predicted, exact_levels, atol=1e-8)
print(f'principal values (bond axis first) = {show(principal)} meV')
print(f'singlet level from the constants = {-total / 4:.4f} meV')
print(f'triplet levels in the same axis order = {show(total / 4 - principal / 2)} meV')
print(f'exact pair levels about their mean = {show(exact_levels)} meV')

# Shift shared ligands along the bond: inversion lost, twofold bond axis kept
shifted = LIGANDS.copy()
shifted[:2] += SHIFT * BOND
m_ideal, _ = exchange(METALS, shifted)
assert np.abs(dm_vector(m_ideal)).max() < 1e-8
moved = LIGANDS @ stretch(STRAIN)
moved[:2] += SHIFT * BOND
m_polar, _ = exchange(METALS @ stretch(STRAIN), moved)
d_polar = dm_vector(m_polar)
print(f'shared-ligand shift along bond = {SHIFT} (ideal M-L distance = 1)')
print(f'D along bond, shifted without strain = {show([dm_vector(m_ideal) @ BOND], 6)} meV')
print(f'D along bond, shifted with strain {STRAIN} = {d_polar @ BOND:.6f} meV')
print(f'D in cubic axes, same cluster = {show(d_polar, 6)} meV')
assert np.linalg.norm(np.cross(d_polar, BOND)) < 1e-8
assert abs(d_polar @ BOND) > 1e-5

print('ALL CHECKS PASSED')
```

Output:

```
U, JH, LAM, DELTA = 3.0 0.5 0.4 4.0 eV
pd sigma, pd pi = -1.0 0.5 eV
dd sigma, dd pi = -0.1 0.05 eV
two-hole states diagonalized = 66
ions of the test clusters at x = -0.7 and 0.7 (ideal M-L distance = 1)
seed ligand 1 position = 0.20 0.70 0.35
seed ligand 2 position = -0.30 0.30 0.85
D components (along AB, then two perpendicular axes), meV:
  no symmetry: 0.0830 0.1483 0.0780
  1 inversion: 0.0000 0.0000 0.0000
  2 mirror perp. to AB: 0.0000 0.2019 2.1635
  3 mirror with AB, normal z: 0.0000 0.0000 1.5918
  4 twofold axis z: 0.4174 1.9470 0.0000
  5 twofold axis AB: 1.9424 0.0000 0.0000
  5 threefold axis AB: -0.1648 0.0000 0.0000
  two mirrors containing AB: 0.0000 0.0000 0.0000
ideal isolated pair: operations 8, constants 3
strained pair: operations 4, constants 4
ideal pair in honeycomb: operations 4, constants 4
constants with inversion only = 6
constants with twofold bond axis only = 5
constants with free spin rotation = 1
trigonal strain along [111]: J, K, Gamma, Gamma-prime in meV
  strain +0.00: 0.1523 -0.5357 0.9144 0.0000
  strain -0.02: 0.1381 -0.7823 0.8563 0.0206
  strain -0.05: 0.1158 -1.1534 0.7335 0.0667
  strain +0.05: 0.1911 0.0443 0.9917 -0.0221
strain -0.05: J K Gamma Gamma-prime = 4.257 -42.386 26.957 2.449 microhartree
matrix M_Z at strain -0.05, meV:
  0.1158 0.7335 0.0667
  0.7335 0.1158 0.0667
  0.0667 0.0667 -1.0376
principal values (bond axis first) = -0.6177 0.8541 -1.0422 meV
singlet level from the constants = 0.2015 meV
triplet levels in the same axis order = 0.1074 -0.6285 0.3197 meV
exact pair levels about their mean = -0.6285 0.1074 0.2015 0.3197 meV
shared-ligand shift along bond = 0.05 (ideal M-L distance = 1)
D along bond, shifted without strain = 0.000000 meV
D along bond, shifted with strain -0.05 = 0.002694 meV
D in cubic axes, same cluster = 0.001905 -0.001905 0.000000 meV
ALL CHECKS PASSED
```
